\section*{Why phonon dispersions show Kohn anomalies at twice the Fermi wavevector}

\section{The result}

A phonon of wavevector $q$ presents the conduction electrons with a periodic potential. The electrons rearrange and lower the energy cost of the displacement, so they soften the phonon. How much they soften it depends on $q$ in a singular way at $q=2k_F$, where $k_F$ is the Fermi wavevector. For free electrons in $d$ dimensions at zero temperature, assumed to follow the lattice adiabatically, the phonon frequency is
\begin{equation}
\omega^2(q)=\Omega^2\,[1-\lambda F_d(x)],\qquad x=\frac{q}{2k_F}. \label{main}
\end{equation}
Here $\Omega$ is the frequency without the conduction electrons' response, $\lambda$ is a dimensionless coupling, and $F_d$ is the normalized static response. With $x=1+\delta$ and $|\delta|\ll1$,
\begin{align}
F_3&\simeq\tfrac12-\tfrac{\delta}{2}\ln\frac{2}{|\delta|}, \label{s3}\\
F_2&\simeq 1-\sqrt{2\delta}\ \ (\delta>0),\qquad F_2=1\ \ (\delta<0), \label{s2}\\
F_1&\simeq\tfrac12\ln\frac{2}{|\delta|}. \label{s1}
\end{align}
In three dimensions the dispersion is continuous and its slope diverges logarithmically. In two dimensions there is a square-root cusp with the root on one side. In one dimension the response diverges. As $q$ approaches $2k_F$, $\omega^2$ passes through zero and formally tends to $-\infty$, which means that the undistorted lattice is unstable.

The cause is geometric. At $q=2k_F$ the phonon resonantly connects the two opposite edges of the Fermi sea, and the number of states available at an edge depends on dimension.

\section{From electronic energy to phonon frequency}

Hartree atomic units are used, with electron mass 1, energies $\varepsilon_k=k^2/2$ and two spin states. Let the lattice have mass density $\rho$ (per $d$-dimensional volume) and a displacement wave of amplitude $Q$. The electrons feel the potential $U\cos(qx_\parallel)$, with $U=DQ$ and $x_\parallel$ the coordinate along $\mathbf q$. Both $D$ and $\Omega$ are assumed smooth in $q$ near $2k_F$. The electrons are assumed to follow the lattice adiabatically.

The potential is $(U/2)(e^{iqx_\parallel}+e^{-iqx_\parallel})$, so it couples $\mathbf k$ to $\mathbf k\pm\mathbf q$ with matrix element $U/2$. Its average vanishes, and with it the first-order energy. The second-order energy per volume is
\begin{equation}
\delta E=2\int\!\frac{d^dk}{(2\pi)^d}\,f_{\mathbf k}\,\frac{U^2}{4}\sum_{\pm}\frac{P}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q}},
\end{equation}
where $f_{\mathbf k}$ is the occupation, the leading 2 counts spin and $P$ denotes the principal value. Transitions between two occupied states need no separate exclusion, because the two members of each pair contribute opposite amounts. The inversion $\mathbf k\to-\mathbf k$ makes the two signs equal, so
\begin{equation}
\delta E=-\frac{\Pi_d U^2}{4},\qquad
\Pi_d(q)=4\,P\!\!\int\!\frac{d^dk}{(2\pi)^d}\,\frac{f_{\mathbf k}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}}. \label{pi}
\end{equation}

The average of $\cos^2$ is $1/2$, so the bare elastic energy is $\rho\Omega^2Q^2/4$ and the kinetic energy is $\rho\dot Q^2/4$. Adding $\delta E=-\Pi_dD^2Q^2/4$ to the elastic energy gives an oscillator with
\begin{equation}
\omega^2=\Omega^2-\frac{D^2\Pi_d}{\rho}.
\end{equation}
This is (\ref{main}) with $F_d=\Pi_d/N_d$ and $\lambda=D^2N_d/(\rho\Omega^2)$, where $N_d$ is the density of states at the Fermi energy $\varepsilon_F=k_F^2/2$:
\begin{equation}
N_1=\frac{2}{\pi k_F},\qquad N_2=\frac1\pi,\qquad N_3=\frac{k_F}{\pi^2}.
\end{equation}

\section{Slicing the Fermi sea}

The energy difference in (\ref{pi}) depends on the component of $\mathbf k$ along $\mathbf q$ alone. Write that component as $k_Fu$. Since $q=2k_Fx$,
\begin{equation}
\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\frac{q^2}{2}+qk_Fu=2k_F^2x(x+u).
\end{equation}
The occupied states at fixed $u$ fill a $(d-1)$-dimensional ball of radius $k_F\sqrt{1-u^2}$. Its volume is $V_{d-1}k_F^{d-1}(1-u^2)^{(d-1)/2}$, with $V_0=1$, $V_1=2$, $V_2=\pi$. Inserting this, using $d k_\parallel=k_Fdu$ and changing $u\to-u$ gives
\begin{equation}
\Pi_d=\frac{2V_{d-1}k_F^{d-2}}{(2\pi)^d\,x}J_d,\qquad
J_d=P\!\!\int_{-1}^{1}\!du\,\frac{(1-u^2)^{(d-1)/2}}{x-u}. \label{J}
\end{equation}
Division by $N_d$ yields $F_1=J_1/(2x)$, $F_2=J_2/(\pi x)$ and $F_3=J_3/(4x)$.

Let $L=\ln|(1+x)/(1-x)|$. Direct integration gives $J_1=L$. For $d=3$, write $1-u^2=(1-x^2)+(x-u)(x+u)$. The first part gives $(1-x^2)L$, and the second gives $\int_{-1}^1(x+u)\,du=2x$.

For $d=2$ the same split, after multiplying and dividing by $\sqrt{1-u^2}$, gives
\begin{equation}
J_2=(1-x^2)K+\pi x,\qquad K=P\!\!\int_{-1}^1\frac{du}{\sqrt{1-u^2}\,(x-u)}.
\end{equation}
Put $u=\cos\theta$ and $t=\tan(\theta/2)$. Then
\begin{equation}
K=P\!\!\int_0^\infty\frac{2\,dt}{(x-1)+(x+1)t^2}.
\end{equation}
For $x>1$ this is an arctangent integral, equal to $\pi/\sqrt{x^2-1}$. For $x<1$ it is proportional to $P\int_0^\infty dt/(t^2-a^2)$ with $a^2=(1-x)/(1+x)$. The antiderivative $(2a)^{-1}\ln|(t-a)/(t+a)|$ vanishes at both limits, and its divergences on the two sides of $t=a$ cancel, so $K=0$. Collecting the three cases,
\begin{align}
F_1&=\frac{L}{2x}, \label{F1}\\
F_2&=1-\theta(x-1)\sqrt{1-1/x^2}, \label{F2}\\
F_3&=\frac12+\frac{1-x^2}{4x}L, \label{F3}
\end{align}
where $\theta$ is the step function. Near $x=1$, $L\simeq\ln(2/|\delta|)$, $(1-x^2)/(4x)\simeq-\delta/2$ and $1-1/x^2\simeq2\delta$. These give (\ref{s3})--(\ref{s1}).

\section{Why dimension decides the singularity}

The pole in (\ref{J}) marks states that the phonon connects at no energy cost. For $x<1$ it lies inside the Fermi sea. For $x>1$ it lies outside, and every transition out of the sea costs a finite energy. At $x=1$ it crosses the edge, where an electron at $-k_F$ along $\mathbf q$ is carried to $+k_F$.

Let $s=1-u$ measure the distance from that edge. The slice volume there is proportional to $(2s)^{(d-1)/2}$, so the singular part of $J_d$ comes from
\begin{equation}
\int_0^{s_0}ds\,\frac{(2s)^{(d-1)/2}}{s+\delta}, \label{edge}
\end{equation}
with a fixed cutoff $s_0$ and a principal value when $\delta<0$.

In one dimension the numerator is 1 and the integral contains $-\ln|\delta|$: the whole Fermi surface consists of the two points being connected. In three dimensions the numerator is $2s$. Writing $s/(s+\delta)=1-\delta/(s+\delta)$ gives the singular part $2\delta\ln|\delta|$. The slice shrinks to nothing just where the denominator vanishes, which leaves the response finite.

In two dimensions put $s=t^2$ and $t_0=\sqrt{s_0}$. The integral becomes
\begin{equation}
2\sqrt2\left[t_0-\delta\,P\!\!\int_0^{t_0}\frac{dt}{t^2+\delta}\right].
\end{equation}
For $\delta>0$ the remaining integral is $\pi/(2\sqrt\delta)$ plus regular terms, which produces $-\pi\sqrt{2\delta}$. For $\delta<0$ it is regular by the logarithm used for $K$, so no root appears. Dividing by the factors $2x$, $\pi x$ and $4x$ at $x=1$ recovers the singular terms of (\ref{s3})--(\ref{s1}).

For opposite points $\pm\mathbf k_F$ of a convex Fermi surface whose principal curvatures there are either nonzero or vanish along a whole straight direction, what counts is the number of curved directions. Curvatures of opposite sign, or a surface that bends only at higher order, give other singular forms, which are not treated here. If the electron energy in a three-dimensional crystal did not depend on $k_z$, the $k_z$ integral would merely multiply the response to an in-plane $\mathbf q$, and a circular cross-section would give the two-dimensional cusp. In a crystal the displacement wave also contains potentials at $\mathbf q+\mathbf G$, with $\mathbf G$ a reciprocal lattice vector. For a spherical Fermi surface the condition is then $|\mathbf q+\mathbf G|=2k_F$.

\section{The shape of the dispersion}

Differentiating (\ref{main}) with $\lambda$ and $\Omega$ held constant gives $2\omega\,d\omega/dx=-\lambda\Omega^2F_d'$. A smooth variation of $\lambda$ or $\Omega$ with $q$ adds a finite term to the slope, so only the divergent parts of the results below are general. From (\ref{F3}), using $L'=2/(1-x^2)$,
\begin{equation}
F_3'=\frac1{2x}-\frac{1+x^2}{4x^2}L\simeq\frac12-\frac12\ln\frac2{|\delta|}. \label{F3p}
\end{equation}
From (\ref{F2}), $F_2'\simeq-1/\sqrt{2\delta}$ just above $2k_F$. Therefore
\begin{align}
\frac{d\omega}{dx}&\simeq\frac{\lambda\Omega^2}{4\omega}\left[\ln\frac{2}{|\delta|}-1\right]&&(d=3),\label{v3}\\
\frac{d\omega}{dx}&\simeq\frac{\lambda\Omega^2}{2\omega\sqrt{2\delta}}&&(d=2,\ \delta>0).\label{v2}
\end{align}
The three-dimensional slope has the same sign on both sides: the curve steepens to a vertical tangent without forming a cusp.

As an example take $k_F=1$, hence $\varepsilon_F=0.5$ hartree, with $\lambda=0.2$ in each dimension and $\Omega$ constant near $2k_F$. At $x=1$, $\omega/\Omega=\sqrt{1-0.2\times0.5}=0.949$ in three dimensions and $\sqrt{1-0.2}=0.894$ in two. Nearby values of $\omega/\Omega$ are
\begin{center}
\begin{tabular}{ccccc}
$x$ & 0.99 & 0.999 & 1.001 & 1.01\\
$d=3$ & 0.9459 & 0.9483 & 0.9491 & 0.9515\\
$d=2$ & 0.8944 & 0.8944 & 0.8994 & 0.9100\\
$d=1$ & 0.682 & 0.489 & 0.491 & 0.689
\end{tabular}
\end{center}
The three-dimensional frequency changes by less than one percent of $\Omega$ across this range. Its slope $d(\omega/\Omega)/dx$ rises from 0.22 at $\delta=10^{-2}$ to 0.71 at $\delta=10^{-6}$. Over the same approach the two-dimensional slope rises from 0.76 to 79. This is the sense in which the three-dimensional singularity is weak.

The static theory has a limit of its own. At the edge of the sea the resonant energy is $q(q/2-k_F)\simeq v_F(q-2k_F)$, with $v_F=k_F$ the Fermi velocity. A phonon adds $\pm\omega$ to the energy denominators, which can be neglected at zero temperature when $v_F|q-2k_F|\gg\omega$. Closer to $2k_F$ the formulas above no longer describe the phonon. In the example $v_F|q-2k_F|=2\delta$ hartree, so the slopes quoted at $\delta=10^{-6}$ are those of the static model and describe a phonon only if $\omega\ll2\times10^{-6}$ hartree. The table columns at $x=0.999$ and $1.001$ need $\omega\ll2\times10^{-3}$ hartree, about 54 meV. For $\Omega=10^{-3}$ hartree, keeping $\pm\omega$ in the denominators lowers the one-dimensional entries there by about 0.003.

\section{What electron repulsion changes}

Let the electrons also repel through a direct interaction $v(q)>0$, treated in mean field without exchange or correlation. A density wave of amplitude $n$ adds $vn$ to the lattice potential $U$. The electrons respond to the total, so $n=-\Pi(U+vn)$, or
\begin{equation}
n=-\Pi^{\rm s}U,\qquad \Pi^{\rm s}=\frac{\Pi}{1+v\Pi}.
\end{equation}
Since $dE/dU=n/2$, the energy is $-\Pi^{\rm s}U^2/4$, and $\Pi^{\rm s}$ replaces $\Pi$ in the phonon frequency.

Where $\Pi$ is finite, a small singular change $\delta\Pi$ becomes $\delta\Pi/(1+v\Pi)^2$. The three- and two-dimensional singularities keep their form and lose strength. For Coulomb repulsion at $k_F=1$, $v(2k_F)=\pi$ both from $4\pi/q^2$ in three dimensions and from $2\pi/q$ in two. Then $1+v\Pi$ is 1.16 and 2.00, and the singular parts are multiplied by 0.74 and 0.25.

In one dimension $\Pi$ diverges and $\Pi^{\rm s}$ saturates at $1/v$. The frequency then tends to
\begin{equation}
\omega^2\to\Omega^2\left(1-\frac{\lambda}{vN_1}\right).
\end{equation}
In this mean-field model the lattice is unstable at zero temperature if $vN_1<\lambda$. With $vN_1=0.5$ the limit is $1-0.2/0.5=0.6$, and the lattice survives. The approach is slow: $\omega^2/\Omega^2$ is still 0.65 at $\delta=10^{-12}$. The rest of the text sets $v=0$.

\section{Temperature}

Let $T$ be measured in energy units. A Fermi function with chemical potential $\varepsilon_F$ is an average of sharp steps at $\varepsilon_F+\eta$, with weight $1/[4T\cosh^2(\eta/2T)]$. Because $\Pi$ is linear in $f$, it is averaged in the same way. A step at $\varepsilon_F+\eta$ has Fermi wavevector $k'=k_F\sqrt{1+\eta/\varepsilon_F}$.

The averages follow from one integral. With $y=|\eta|/T$, integration by parts gives
\begin{equation}
\langle y^a\rangle=2a\!\int_0^\infty\!\frac{y^{a-1}dy}{e^y+1}=2\Gamma(a+1)(1-2^{1-a})\zeta(a),
\end{equation}
where the last form extends to $a=0$ by continuation. Its derivative there, with $\zeta(0)=-\frac12$ and $\zeta'(0)=-\frac12\ln2\pi$, is $\langle\ln y\rangle=\ln(\pi/2)-\gamma$, where $\gamma$ is Euler's constant.

At $q=2k_F$ in one dimension, (\ref{F1}) gives for each step
\begin{equation}
\Pi_1=\frac{1}{\pi k_F}\ln\left|\frac{k_F+k'}{k_F-k'}\right|\simeq\frac{1}{\pi k_F}\ln\frac{4\varepsilon_F}{|\eta|},
\end{equation}
because the ratio equals $(k_F+k')^2/|k_F^2-k'^2|$. Averaging and dividing by $N_1$,
\begin{equation}
F_1=\frac{\Lambda}{2},\qquad \Lambda=\ln\frac{8e^\gamma\varepsilon_F}{\pi T}\qquad(T\ll\varepsilon_F).\label{Lam}
\end{equation}
In three dimensions the slope (\ref{F3p}) is averaged. A shifted step has $\delta'=k_F/k'-1\simeq-\eta/(2\varepsilon_F)$, so $\ln(2/|\delta'|)$ is again $\ln(4\varepsilon_F/|\eta|)$, and $F_3'=\frac12-\frac12\Lambda$. In two dimensions the steps with $\eta<0$ reduce $F_2$ by $\sqrt{|\eta|/\varepsilon_F}$. They carry half the weight, so
\begin{equation}
F_2=1-c\sqrt{T/\varepsilon_F},\qquad c=\frac{\sqrt\pi}{2}(1-\sqrt2)\,\zeta(\tfrac12)=0.536.
\end{equation}

At $T=0.01\,\varepsilon_F$, about 1580 K for $\varepsilon_F=0.5$ hartree, $\Lambda=6.12$. The one-dimensional response is then finite, $F_1=3.06$. In two dimensions $F_2=1-0.536\times0.1=0.946$. The three-dimensional slope is $F_3'=-2.56$, so $d(\omega/\Omega)/dx=0.2\times2.56/(2\times0.949)=0.27$ at $2k_F$ instead of infinity.

\section{One dimension: the lattice gives way}

At zero temperature, (\ref{s1}) makes $\omega^2$ negative when $\frac\lambda2\ln(2/|\delta|)>1$, that is for $|\delta|<2e^{-2/\lambda}$. For $\lambda=0.2$ the numerical edge above $2k_F$ is $\delta=9.07\times10^{-5}$. On warming, the mode at $2k_F$ is stable once $\lambda\Lambda/2<1$. By (\ref{Lam}) the boundary is
\begin{equation}
T_P=\frac{8e^\gamma}{\pi}\,\varepsilon_F\,e^{-2/\lambda}.
\end{equation}
In the example $T_P=1.03\times10^{-4}$ hartree, or 32.5 K. At this boundary $\omega=0$, so the static response is the right one to use. The result is still a mean-field temperature of the model. Fluctuations of the distortion, in amplitude and in phase, are left out, so it is not the transition temperature of a real chain.

Below $T_P$ a negative $\omega^2$ signals that a static distortion lowers the energy. At $T=0$ this can be checked without expanding in $U$ near the edge. For $q=2k_F$, the states $k_F-p$ and $-k_F-p$ have mean energy $(k_F^2+p^2)/2$ and half-difference $k_Fp$. Their mixing lowers the occupied level by $\sqrt{k_F^2p^2+U^2/4}-k_Fp$. Here $p$ runs from 0 to $2k_F$ across the sea. The coupling by $+q$ doubles the result, and to leading order in $U$ the two couplings add. With the spin factor,
\begin{equation}
\delta E=-\frac{2}{\pi}\int_0^{2k_F}\!dp\left[\sqrt{k_F^2p^2+\tfrac{U^2}{4}}-k_Fp\right].
\end{equation}
The root has antiderivative $\frac p2\sqrt{k_F^2p^2+U^2/4}+\frac{U^2}{8k_F}\sinh^{-1}(2k_Fp/U)$. For $U\ll\varepsilon_F$ the integral is therefore $\frac{U^2}{8k_F}[\ln(8k_F^2/U)+\frac12]$, and
\begin{equation}
\delta E=-\frac{U^2N_1}{8}\left[\ln\frac{16\varepsilon_F}{U}+\frac12\right].
\end{equation}
The elastic cost is $\rho\Omega^2Q^2/4=U^2N_1/(4\lambda)$. The gain exceeds it when $\ln(16\varepsilon_F/U)>2/\lambda-\frac12$. For any $\lambda>0$ a small enough $U$ satisfies this, so within this model no coupling is too weak to distort the chain. For $\lambda=0.2$ the condition is $U<8e^{-9.5}\approx6\times10^{-4}$ hartree.

The numerical check obtains the energy curvature by diagonalizing the electrons in a cosine potential in all three dimensions, at $x=0.8$ and $x=1.3$. It also tests the screening, thermal and distortion-energy formulas.

\section*{Numbers as computed}
\begin{verbatim}
kF = 1 bohr^-1, EF = 0.5 Ha, lam = 0.2
1D x=0.8: F formula 1.3733, frozen phonon 1.3732
1D x=1.3: F formula 0.7834, frozen phonon 0.7834
2D x=0.8: F formula 1.0000, frozen phonon 1.0000
2D x=1.3: F formula 0.3610, frozen phonon 0.3610
3D x=0.8: F formula 0.7472, frozen phonon 0.7472
3D x=1.3: F formula 0.2297, frozen phonon 0.2297
omega/Omega at x = 0.99, 0.999, 1.001, 1.01:
  3D: 0.94588  0.94828  0.94908  0.95146
  2D: 0.89443  0.89443  0.89941  0.90999
  1D: 0.68215  0.48908  0.49053  0.68914
omega/Omega at x = 1: 3D 0.94868, 2D 0.89443
Slope d(omega/Omega)/dx at x = 1 + delta:
  delta=1e-02: 3D 0.2239, 2D 0.7599
  delta=1e-04: 3D 0.4692, 2D 7.8901
  delta=1e-06: 3D 0.7120, 2D 79.0438
3D x=0.8 screened response: iterated 0.05519, formula 0.05519 a.u.
1D x=0.8 screened response: iterated 0.51832, formula 0.51834 a.u.
1+v*Pi at 2kF: 3D 1.1592, 2D 2.0000
Singular part times: 3D 0.7442, 2D 0.2500
1D with v*N1 = 0.5: omega^2/Omega^2 near 2kF:
  delta=1e-03: 0.7380
  delta=1e-06: 0.6864
  delta=1e-12: 0.6495
  limit delta -> 0: 0.6000
T = 0.01 EF: Lambda = 6.1171, c = 0.5361
  at 2kF: F1 = 3.0585, F2 = 0.9464, dF3/dx = -2.5586
  3D slope of omega/Omega: 0.2697
1D, T=0: omega^2 < 0 for 0 < delta < 9.072e-05
1D softening temperature: summed 1.0295e-04 Ha, formula 1.0295e-04 Ha
  = 32.5 K
1D energy at 2kF, U=0.02 Ha: diagonalized -2.0662e-04, law -2.0663e-04 Ha/bohr
1D energy at 2kF, U=0.005 Ha: diagonalized -1.5671e-05, law -1.5672e-05 Ha/bohr
\end{verbatim}
